# Why autoionization widths fall along a Rydberg series and with angular momentum

An ion core is excited, and a distant electron is bound to it in a Rydberg orbit. The core holds enough energy to free the electron, and the exchange takes place at distances small compared with the size of the orbit. High in an unperturbed series of such states, the autoionization width falls as the inverse cube of the effective quantum number. From one angular momentum to the next it can fall by a factor of ten or more. The first fall comes from the normalization of the orbit. The second comes from the centrifugal barrier, which keeps the electron out of the core and, for a long-range coupling, makes its motion too slow to take up the energy easily.

## The model and the width

Hartree atomic units are used. The core has a ground state at energy $0$ and an excited state at energy $w$. The Rydberg electron, with angular momentum $l$, is attached to the excited core. Its energy relative to that threshold is

$$\varepsilon_n=-\frac{1}{2\nu^2},\qquad \nu=n-\mu ,$$

where $\mu$ is the quantum defect and $n-l-1$ counts the radial nodes. Radial functions $u(r)$ are $r$ times the radial factor of the wave function, so bound states obey $\int u^2\,dr=1$. A coupling $W(r)$ connects this closed channel to the open one, in which the core is in its ground state and the electron leaves with energy $E=w+\varepsilon_n$.

Continuum functions are normalized by $\int u_Eu_{E'}\,dr=\delta(E-E')$. With $M_{E'}=\int u_{E'}Wu_{nl}\,dr$, second-order coupling shifts the energy of the bound state by

$$\int\frac{|M_{E'}|^2}{E-E'+i0}\,dE' ,$$

whose imaginary part is $-\pi|M_E|^2$. A decaying state has complex energy $E_{\rm res}-i\Gamma/2$, so

$$\Gamma=2\pi|M_E|^2 .\tag{1}$$

This is the full width at half maximum of an isolated resonance, to leading order in the coupling.

## First contribution: normalization of the orbit

Let $p(r)$ be the local radial momentum. Where the semiclassical form holds, a radial function is

$$u=\frac{C}{\sqrt p}\sin\Phi,\qquad \frac{d\Phi}{dr}=p .$$

For a bound state with many nodes, $\sin^2\Phi$ averages to $1/2$. A classical period $T$ covers the radial range twice, so $\int dr/p=T/2$ and

$$1=\int u^2dr\simeq\frac{C^2}{2}\,\frac T2
\quad\Rightarrow\quad C^2=\frac4T .$$

The period follows from the quantum condition: the action $\oint p\,dr$ grows by $2\pi$ from one state to the next. Since $\partial p/\partial\varepsilon=1/p$, differentiation gives

$$T=\oint\frac{dr}{p}=2\pi\frac{dn}{d\varepsilon}
=2\pi\left(\nu^3+\frac{d\mu}{d\varepsilon}\right)\simeq2\pi\nu^3 .$$

The last step uses $d\varepsilon/d\nu=\nu^{-3}$ and a slowly varying $\mu$. Hence $C^2=2/(\pi\nu^3)$.

For a continuum function the delta function comes from large $r$. There the product of two sines contributes $(\pi/2)\delta(p-p')$, and $\delta(p-p')=p\,\delta(E-E')$ because $dE/dp=p$. Therefore

$$\frac{C^2}{p}\,\frac{\pi}{2}\,p\,\delta(E-E')=\delta(E-E')
\quad\Rightarrow\quad C^2=\frac2\pi .$$

Let $u_0$ be the closed-channel function at threshold, $\varepsilon=0$, with this energy normalization. At $r\ll\nu^2$ the binding energy $1/(2\nu^2)$ is small beside the Coulomb energy $1/r$, so the local momentum is nearly the same for all high members of the series. For the functions to have the same shape, their accumulated phases must agree as well. With $p\simeq\sqrt{2/r}$, the binding energy lowers $p$ by about $\sqrt{r/2}/(2\nu^2)$ and the phase by about $r^{3/2}/(3\sqrt2\,\nu^2)$. This is small when $r\ll\nu^{4/3}$, which is the stricter condition. At such radii all high members have the same regular shape as $u_0$. Their amplitudes differ by the ratio of the two constants $C$:

$$u_{nl}(r)\simeq\nu^{-3/2}u_0(r),\qquad r\ll\nu^{4/3} .\tag{2}$$

The comparison is made at radii where the semiclassical form holds, which lie outside the centrifugal barrier, $r\gg l^2$. Both conditions can be met for a high member with $\nu\gg l^{3/2}$. The core potential may be strong: it changes the common shape and the quantum defect, but leaves the factor $\nu^{-3/2}$.

A pure Coulomb field allows a check without the semiclassical form. The threshold function is

$$u_0=\sqrt{2r}\,J_{2l+1}(\sqrt{8r}) .$$

To verify it, put $z=\sqrt{8r}$, so that $u_0=zJ/2$ and $dz/dr=4/z$. Then

$$u_0''=\frac{8}{z^3}(z^2J''+zJ'-J)
=\frac{8}{z^3}\,[4l(l+1)-z^2]\,J ,$$

by Bessel's equation of order $2l+1$. This equals $[l(l+1)/r^2-2/r]u_0$, as required. At large $r$ the squared amplitude is $2r\cdot2/(\pi\sqrt{8r})=\sqrt{2r}/\pi$. That is $2/(\pi p)$ with $p=\sqrt{2/r}$, so the energy normalization is right. At small $r$,

$$u_0\simeq\frac{(2r)^{l+1}}{(2l+1)!}.\tag{3}$$

The normalized hydrogen function, with $x=2r/n$, is

$$u_{nl}=\sqrt{\frac{(n-l-1)!}{n^2(n+l)!}}\;x^{l+1}e^{-x/2}L_{n-l-1}^{2l+1}(x).$$

The Laguerre polynomial at zero is $(n+l)!/[(n-l-1)!(2l+1)!]$. The squared coefficient of $r^{l+1}$ is therefore

$$\frac{2^{2l+2}}{n^{2l+4}[(2l+1)!]^2}\,\frac{(n+l)!}{(n-l-1)!} .$$

The ratio of factorials is a product of $2l+1$ factors centred on $n$, namely $n\prod_{s=1}^{l}(n^2-s^2)$. Taking out $n^{2l+1}$ leaves

$$\frac{1}{n^3}\,\frac{2^{2l+2}}{[(2l+1)!]^2}
\prod_{s=1}^{l}\left(1-\frac{s^2}{n^2}\right).$$

This is $n^{-3}$ times the threshold coefficient squared, times a correction that tends to one as $n$ grows at fixed $l$. For large $l$ and $n\gg l$ its logarithm is about $-l^3/(3n^2)$, so it is close to one only when $n\gg l^{3/2}$. For $l=3$, $n=6$ the correction is $0.648$, so the cubic law is poor when $l$ is comparable with $n$.

## Width, spacing and decay per orbit

If the integral in (1) is formed at $r\ll\nu^{4/3}$, insertion of (2) gives

$$\Gamma\simeq\frac{R_l}{\nu^3},\qquad
R_l=2\pi\left|\int u_EWu_0\,dr\right|^2 .\tag{4}$$

Along the series $E$ tends to $w$, and the matrix element normally varies smoothly on the way. The spacing of the levels is $d\varepsilon/dn\simeq\nu^{-3}$, so

$$\frac{\Gamma}{\text{spacing}}\longrightarrow R_l .$$

Both quantities contain the orbital period. The probability of decay in one orbit is, for weak coupling,

$$P=\Gamma T=\frac{R_l}{\nu^3}\,2\pi\nu^3=2\pi R_l .$$

A higher member has the same chance of decay at each return, but it returns less often.

The worked example takes $w=0.5$ Hartree and the potential $-(1+4e^{-2r})/r$ in both channels. For the $s$ series the coupling is $ge^{-r}$ with $g=0.05$ Hartree and unchanged $l$. At $n=10$ the effective quantum number is $\nu=9.2687$ and the width is $3.553\times10^{-7}$ Hartree, or $0.0097$ meV. Then

$$\Gamma\nu^3=(3.553\times10^{-7})(796.3)=2.829\times10^{-4}.$$

The value computed directly from the threshold function is $R_0=2.818\times10^{-4}$. The decay probability per orbit is $2\pi R_0=1.77\times10^{-3}$.

From $n=5$ to $n=12$ the width falls by a factor of $18.7$, while $\Gamma\nu^3$ falls by $1.7\%$. The remaining change is a finite-energy effect. The relative excess of $\Gamma\nu^3$ over $R_0$ is close to $0.35/\nu^2$ at both ends of the table, as expected for quantities that vary linearly with $\varepsilon_n$.

The effective quantum number matters. For $n=6$ to $12$ the largest and smallest $\Gamma\nu^3$ differ by $1.0\%$, whereas those of $\Gamma n^3$ differ by $24\%$. The forms $1/n^3$ and $1/\nu^3$ merge only when $n\gg\mu$.

The printed ratio of width to spacing approaches its limit more slowly, from $2.56\times10^{-4}$ to $2.78\times10^{-4}$. Its spacing is half the distance between the two neighbours of a level. For constant $\mu$ that is

$$\frac14\left[\frac1{(\nu-1)^2}-\frac1{(\nu+1)^2}\right]
=\frac{1}{\nu^3(1-1/\nu^2)^2},$$

which exceeds $\nu^{-3}$ at finite $\nu$. At $n=5$ the factor $(1-1/\nu^2)^2$ is $0.893$, which accounts for most of the difference.

## Second contribution: penetration into the core

Suppose that $W$ acts only within a radius $a$ small enough for (3) to hold. If the continuum function starts as $c_lr^{l+1}$, the matrix element is

$$M\simeq\frac{2^{l+1}c_l}{(2l+1)!}\int_0^a W(r)\,r^{2l+2}\,dr .$$

One power $r^{l+1}$ comes from each electron function. The factorial records how strongly the centrifugal barrier has reduced the Rydberg function before it reaches the core. This reduction is already present in $u_0$ and is therefore separate from the factor $\nu^{-3/2}$.

A direct measure of penetration is the threshold density inside $r=1$, the limit of $\nu^3$ times the probability of finding the electron there. In the model it is $6.3\times10^{-4}$ for $l=2$, $9.5\times10^{-7}$ for $l=3$ and $5.9\times10^{-10}$ for $l=4$. Squaring and integrating (3) gives

$$\int_0^1u_0^2dr\simeq\frac{2^{2l+2}}{[(2l+1)!]^2(2l+3)},$$

which is $7.1\times10^{-10}$ for $l=4$. The estimate omits higher powers of $r$ and the extra attraction of the core, so it gives the order of magnitude.

The reduced widths for $W=e^{-r}$ are $1.5\times10^{-2}$, $5.5\times10^{-4}$ and $1.1\times10^{-5}$ for $l=2,3,4$. They fall less steeply than the density inside $r=1$, because for these $l$ almost the whole integral comes from the tail of $e^{-r}$ beyond that radius. The factor $r^{2l+2}$ pushes the weight outward, and more so as $l$ grows. These widths therefore show the effect of the barrier on a coupling of finite range. They do not test the small-radius estimate of $M$ above.

The fall does not begin at $l=0$. The $p$ wave has a larger density inside $r=1$ than the $s$ wave, $0.204$ against $0.100$, and a larger reduced width, $0.257$ against $0.113$. Equation (3) is not a guide here, since the core potential is strong where these waves penetrate. A plausible reason, not tested separately, is that the core attraction largely offsets the centrifugal barrier for $l=1$. An $s$ electron meets no such barrier and crosses the core quickly. The steep fall belongs to waves that the barrier keeps out, here from $l=2$ onward, where the quantum defect has dropped to $0.006$.

## Third contribution: exchange of energy outside the core

A core transition with a dipole moment acts on the outer electron through $W=d/r^2$. This coupling needs no penetration. Take the channel change $l\to l+1$ and leave out the angular factors, which vary slowly with $l$. The electron must now absorb the energy $w$ while moving around the core at a distance set by its barrier. If the motion there is slow on the time scale $1/w$, the transfer is exponentially weak.

To find the exponent, replace both centrifugal terms by a common $L^2/(2r^2)$. Semiclassically $L$ is $l+1/2$ in one channel and $l+3/2$ in the other; the mean, $L=l+1$, is used. At electron energy $\varepsilon$ the momentum obeys $p_\varepsilon^2=2\varepsilon+2/r-L^2/r^2$. Let $r_\varepsilon$ be the turning point, $\kappa_\varepsilon=\sqrt{-p_\varepsilon^2}$ below it, and $\Phi_\varepsilon=\int_{r_\varepsilon}^r p_\varepsilon\,dr'$.

The real continuum function is the imaginary part of an outgoing wave proportional to $e^{i\Phi_w}$. This wave decays in the upper half of the complex $r$ plane, so the integration path can be turned to $r=iy$. There the dominant part of $u_0$ is $e^{-i\Phi_0}$, which is also the part that is regular at the origin. Along the path the size of the product changes as

$$\frac{d}{dy}\ln\left|e^{i(\Phi_w-\Phi_0)}\right|=-\mathrm{Re}\,(p_w-p_0).$$

The squares $p_w^2$ and $p_0^2$ have the same imaginary part, and $p_w^2$ has the larger real part. Since $\mathrm{Re}\sqrt z=\sqrt{(|z|+\mathrm{Re}\,z)/2}$, it follows that $\mathrm{Re}\,p_w>\mathrm{Re}\,p_0$. The product is exponentially largest at the origin. Passing each turning point from above gives $p=i\kappa$ under the barrier, hence $i\Phi_\varepsilon(0)=\int_0^{r_\varepsilon}\kappa_\varepsilon\,dr$. The matrix element therefore has the leading exponential size $e^{-S}$, with

$$S=\int_0^{r_0}\kappa_0\,dr-\int_0^{r_w}\kappa_w\,dr .\tag{5}$$

The integrals diverge separately at $r=0$, so the difference is taken with a common lower limit that then goes to zero. The argument is heuristic: the outgoing wave is irregular at the origin, where the integrand with $W=d/r^2$ diverges as $r^{-2}$, so the rotated integral is not evaluated. It indicates the exponent and leaves the prefactor open.

Differentiate the second integral with respect to $\varepsilon$. The moving end point contributes nothing because $\kappa_\varepsilon$ vanishes there, and $\partial\kappa_\varepsilon/\partial\varepsilon=-1/\kappa_\varepsilon$. With $q^2=2\varepsilon$,

$$\frac{dS}{d\varepsilon}=\int_0^{r_\varepsilon}\frac{r\,dr}{\sqrt Q},
\qquad Q=L^2-2r-q^2r^2 .$$

Since $Q'=-2-2q^2r$, write $r=-(Q'+2)/(2q^2)$. The part with $Q'$ integrates to $-[\sqrt Q]/q^2=L/q^2$, so

$$\frac{dS}{d\varepsilon}=\frac{1}{q^2}\left(L-\int_0^{r_\varepsilon}\frac{dr}{\sqrt Q}\right).$$

Now set $s=1+q^2r$ and $D^2=1+q^2L^2$. Completing the square gives $Q=(D^2-s^2)/q^2$, and

$$\int_0^{r_\varepsilon}\frac{dr}{\sqrt Q}
=\frac1q\int_1^D\frac{ds}{\sqrt{D^2-s^2}}
=\frac1q\arccos\frac1D=\frac{\arctan(qL)}q .$$

Because $d\varepsilon=q\,dq$, with $k=\sqrt{2w}$,

$$S=\int_0^k\left[\frac Lq-\frac{\arctan(qL)}{q^2}\right]dq$$

$$\phantom{S}=\frac{\arctan(kL)}k+\frac L2\ln(1+k^2L^2)-L .\tag{6}$$

To check the integration, differentiate (6) with respect to $k$. The first term gives $L/[k(1+k^2L^2)]-\arctan(kL)/k^2$ and the second gives $kL^3/(1+k^2L^2)$. Their sum is the integrand at $q=k$. Also $S\to L-L=0$ as $k\to0$.

The derivative with respect to $L$ is

$$\frac{dS}{dL}=\frac{1+k^2L^2}{1+k^2L^2}
+\frac12\ln(1+k^2L^2)-1=\frac12\ln(1+k^2L^2).$$

The width contains $e^{-2S}$. Raising $l$ by one raises $L$ from $l+1$ to $l+2$, and evaluation at the midpoint gives

$$\frac{R_{l+1}}{R_l}\approx\frac{1}{1+k^2(l+3/2)^2}.\tag{7}$$

Where (7) holds, no fixed power of $l$ describes the whole series of widths: each step brings a new, smaller factor. For $kL\gg1$ the factor is $1/(kL)^2$. For $kL\ll1$, expansion of (6) gives

$$S\simeq\left(L-\frac{k^2L^3}{3}\right)+\frac{k^2L^3}{2}-L
=\frac{k^2L^3}{6}=\frac{wL^3}{3}.$$

The fall depends on the energy released as well as on $l$. When $S$ is small, the neglected prefactor can reverse the trend. In a pure Coulomb field with $k=0.1$ and $d=1$, $R_l$ rises from $0.058$ at $l=1$ to $0.071$ at $l=3$, where $S$ is only $0.10$, before it falls.

For the model, $k=1$. Equation (7) predicts a ratio of $0.0471$ from $l=3$ to $4$; direct integration of the radial functions gives $0.0471$. From $l=6$ to $7$ both are $0.0175$. The near coincidence at $l=3$ marks a crossing: the computed ratio lies below (7) for the step from $l=2$ ($0.070$ against $0.075$) and slightly above it for the step from $l=4$ ($0.0321$ against $0.0320$). For the four steps starting at $l=3$ to $6$, the computed ratios agree with $e^{-2\Delta S}$ to better than $0.5\%$ of its value. The derivation, which drops the prefactor, does not guarantee agreement this close; it is shown here only for $k=1$ and $kL\ge4$. From $l=1$ to $2$ the computed ratio is $0.097$ against $0.139$. In a pure Coulomb field the same ratio is $0.143$, so this gap comes mainly from the short-range core potential, which the derivation leaves out. The $p$ wave is also an exception to the picture of exchange outside the core: removing the coupling inside $r=1$ lowers its width by about a third, whereas for $l=2$ the change is below $1\%$.

The cubic law in $\nu$ applies to this coupling too, although the integral is not confined to the core. For the $d$ state with $n=10$, switching off $W$ smoothly between $r=20$ and $40$ changes the width by $0.04\%$. The orbit extends to about $2n^2=200$, so the integral is formed well inside it. The condition for (2) is stricter: here $\nu^{4/3}\approx22$, and the phase error $r^{3/2}/(3\sqrt2\,\nu^2)$ is about $0.2$ at $r=20$, so (2) holds only approximately. For $l=2$, $n=10$ the Coulomb correction found above is $0.99\times0.96=0.95$, so departures of a few percent from the cubic law remain at this $n$.

## Weighing the contributions

Normalization sets the dependence on $\nu$ and is common to both couplings. The mechanism of energy transfer sets $R_l$. Between $l=2$ and $l=4$ the reduced width falls to $7.3\times10^{-4}$ of its value for the short-range coupling, and to $3.3\times10^{-3}$ for the dipole coupling. In this model the dipole widths fall more slowly. With both couplings present, and no cancellation between them, the dipole part gains in relative weight over this range.

## Stronger coupling and failure of the law

The golden rule was compared with complex scaling of the full two-channel Hamiltonian. That method rotates the radial coordinate into the complex plane, so that a resonance appears as a complex eigenvalue whose imaginary part gives the width. The four pairs of widths in the numerical check agree to within $0.1\%$.

The cubic law does not rest on the golden rule. Let each encounter with the core multiply the amplitude in the closed channel by a factor $\rho$ that varies slowly with energy, with $|\rho|^2=1-P$. One orbit adds the phase $2\pi\nu$, so a resonance requires $\rho e^{2\pi i\nu}=1$. Taking the modulus gives

$$\mathrm{Im}\,\nu=\frac{\ln|\rho|}{2\pi}=\frac{\ln(1-P)}{4\pi}.$$

For $|\mathrm{Im}\,\nu|\ll\nu$, the imaginary part of $-1/(2\nu^2)$ is $\mathrm{Im}\,\nu/\nu^3$, with $\nu$ now denoting its real part. Hence

$$\Gamma=-\frac{2\,\mathrm{Im}\,\nu}{\nu^3}=-\frac{\ln(1-P)}{2\pi\nu^3}.$$

For small $P$ this returns $P/(2\pi\nu^3)$. At $g=0.3$ Hartree complex scaling gives $\Gamma\nu^3=0.0103$ for all the resonances with $5<\nu<10$. The golden-rule threshold limit, $36R_0$, is $0.0101$, but at these finite $\nu$ the golden rule gives $36$ times the values found for $g=0.05$, from $0.0103$ at $n=6$ to $0.0102$ at $n=10$. The stronger coupling therefore changes the constant by an amount of order one percent, and the scaling remains. Here $P\approx2\pi(0.0101)\approx0.06$, so this test does not reach the regime where $P$ is near one.

The law fails when the assumption of slow variation fails. A state of another series lying among the levels, or a threshold opening near them, can make $\rho$ vary from one level to the next. A large $P$ does not by itself break the scaling, but the ratio of width to spacing, $-\ln(1-P)/(2\pi)$, grows with it: it is $0.37$ at $P=0.9$, and as $P$ comes close to one the resonances are no longer isolated. If the matrix element happens to vanish at the series limit, its next term is generally proportional to $1/\nu^2$. Its square, multiplied by $\nu^{-3}$, then gives a width falling as $\nu^{-7}$.

## Table of computed values

```
core gap 0.5 Eh; extra core charge 4.0
inner density factor l=3 n=6: 0.6481, product 0.6481
s series, W = g exp(-r), g = 0.05 Eh
 n     nu      Gamma/Eh   Gamma*nu^3  Gamma/spacing
 5   4.2668   3.6983e-06  2.8729e-04   2.5609e-04
 6   5.2677   1.9520e-06  2.8533e-04   2.6490e-04
 7   6.2681   1.1542e-06  2.8425e-04   2.6984e-04
 8   7.2684   7.3857e-07  2.8360e-04   2.7289e-04
 9   8.2686   5.0091e-07  2.8318e-04   2.7490e-04
10   9.2687   3.5526e-07  2.8288e-04   2.7630e-04
11  10.2688   2.6105e-07  2.8267e-04   2.7731e-04
12  11.2689   1.9742e-07  2.8252e-04   2.7807e-04
threshold limit R_0: 2.8176e-04
decay probability per orbit: 1.7704e-03
Gamma at n=10: 0.0097 meV
max/min for n=6..12: Gamma*nu^3 1.0099, Gamma*n^3 1.2359
nu^3 P(r<1), s: n=12 0.10042, limit 0.10039
complex scaling against golden rule (Gamma in Eh)
 l=0 short_range 0.05 n=7: 1.1544e-06 1.1542e-06
 l=0 short_range 0.05 n=9: 5.0098e-07 5.0091e-07
 l=1 dipole 0.1 n=7: 2.4186e-05 2.4168e-05
 l=1 dipole 0.1 n=9: 1.1038e-05 1.1038e-05
g=0.3: Gamma*nu^3 from 0.0103 to 0.0103, weak law 0.0101
d state n=10, W cut off at r=20..40: width ratio 1.00042
l  mu(n=10)  nu^3 P(r<1)  R_l for W=exp(-r)
0   0.73127   1.0039e-01   1.1271e-01
1   0.23295   2.0431e-01   2.5685e-01
2   0.00565   6.3053e-04   1.5462e-02
3   0.00011   9.4588e-07   5.5003e-04
4   0.00000   5.8699e-10   1.1213e-05
S at L=5: quadrature 4.518642, formula 4.518642
l  R_l for W=1/r^2  R_(l+1)/R_l  exp(-2 dS)  1/(1+k^2L^2)
1    7.3603e-01       0.09743     0.13908     0.13793
2    7.1709e-02       0.07045     0.07588     0.07547
3    5.0523e-03       0.04707     0.04723     0.04706
4    2.3783e-04       0.03213     0.03208     0.03200
5    7.6406e-06       0.02319     0.02316     0.02312
6    1.7717e-07       0.01750     0.01749     0.01747
```
